\section*{The Pockels coefficient from the second-order susceptibility and its degeneracy factor}

\section{A medium that responds at once}

Take a transparent material in which the polarization follows the field without delay, with all vectors along one axis:
\begin{equation}
P=\varepsilon_0\left(\chi^{(1)}E+\chi^{(2)}E^2\right). \label{eq:scalar}
\end{equation}
Here $E$ is the real, total macroscopic field inside the material, and no factor $1/2$ stands before $\chi^{(2)}$. Apply a constant field $E_0$ and add a much weaker optical field. The optical field moves the material a short way along the curve $P(E)$ about the point $E_0$, so it experiences the slope of the curve there:
\begin{equation}
\frac{1}{\varepsilon_0}\left.\frac{dP}{dE}\right|_{E_0}
=\chi^{(1)}+2\chi^{(2)}E_0. \label{eq:slope}
\end{equation}
The chord from the origin has the different slope $P(E_0)/(\varepsilon_0E_0)=\chi^{(1)}+\chi^{(2)}E_0$. The factor 2 in this problem is the difference between tangent and chord of a parabola.

The relative permittivity seen by the light is one plus the slope (\ref{eq:slope}):
\begin{equation}
\varepsilon(E_0)=n^2+2\chi^{(2)}E_0,\qquad n^2=1+\chi^{(1)}. \label{eq:epsE}
\end{equation}
The Pockels coefficient $r$ is defined through the inverse permittivity $\eta=1/\varepsilon$, by $\Delta\eta=rE_0$ to first order. Differentiation gives
\begin{equation}
r=\left.\frac{d\eta}{dE_0}\right|_0
=-\frac{1}{\varepsilon^2}\left.\frac{d\varepsilon}{dE_0}\right|_0
=-\frac{2\chi^{(2)}}{n^4}. \label{eq:rscalar}
\end{equation}
The minus sign and the fourth power come from inverting $\varepsilon$; the 2 comes from the nonlinear polarization. A real crystal has dispersion and anisotropy, and each requires a more careful statement.

\section{Counting the frequency pairs}

Put $E=E_0+E_1\cos\omega t$ into the quadratic term. With $\cos^2\omega t=(1+\cos2\omega t)/2$,
\begin{equation}
E^2=E_0^2+\tfrac12E_1^2+2E_0E_1\cos\omega t+\tfrac12E_1^2\cos2\omega t. \label{eq:square}
\end{equation}
The four terms describe the static response, optical rectification, the Pockels effect and second-harmonic generation. Their factors are $1,\tfrac12,2,\tfrac12$.

When the response has memory, the same count must be made with frequency-dependent susceptibilities. Write, with summation over repeated Cartesian indices,
\begin{equation}
P_i^{(2)}(t)=\varepsilon_0\!\int_0^\infty\!\!\!\int_0^\infty\! R_{ijk}(\tau_1,\tau_2)E_j(t-\tau_1)E_k(t-\tau_2)\,d\tau_1d\tau_2. \label{eq:memory}
\end{equation}
The product of fields is unchanged when $(j,\tau_1)$ and $(k,\tau_2)$ are exchanged. Any part of $R$ that is odd under this exchange integrates to zero, so we may choose $R$ even. Its transform
\begin{equation}
\chi^{(2)}_{ijk}(-\omega_s;\omega_1,\omega_2)=\int_0^\infty\!\!\!\int_0^\infty\! R_{ijk}\,e^{i(\omega_1\tau_1+\omega_2\tau_2)}d\tau_1d\tau_2,
\end{equation}
with $\omega_s=\omega_1+\omega_2$, then obeys
\begin{equation}
\chi^{(2)}_{ijk}(-\omega_s;\omega_1,\omega_2)=\chi^{(2)}_{ikj}(-\omega_s;\omega_2,\omega_1). \label{eq:perm}
\end{equation}

Let the field be $E_j=E_{0j}+\tfrac12(E_{1j}e^{-i\omega t}+\text{c.c.})$. Two ordered pairs of frequencies add up to $\omega$, namely $(\omega,0)$ and $(0,\omega)$. The coefficient of $e^{-i\omega t}$ in $P^{(2)}_i/\varepsilon_0$ is therefore
\begin{equation}
\tfrac12\chi^{(2)}_{ijk}(-\omega;\omega,0)E_{1j}E_{0k}
+\tfrac12\chi^{(2)}_{ijk}(-\omega;0,\omega)E_{0j}E_{1k}.
\end{equation}
Rename $j\leftrightarrow k$ in the second term and use (\ref{eq:perm}): it equals the first. Their sum is $\chi^{(2)}_{ijk}(-\omega;\omega,0)E_{1j}E_{0k}$. The polarization is split in the same way as the field, $\tfrac12(P_{1i}e^{-i\omega t}+\text{c.c.})$, so this sum equals $P^{(2)}_{1i}/(2\varepsilon_0)$ and
\begin{equation}
P^{(2)}_{1i}=2\varepsilon_0\chi^{(2)}_{ijk}(-\omega;\omega,0)E_{1j}E_{0k}. \label{eq:P1}
\end{equation}
For the second harmonic there is one pair, $(\omega,\omega)$, with coefficient $\tfrac12\cdot\tfrac12=\tfrac14$, and the amplitude factor is $\tfrac12$, as in (\ref{eq:square}).

If optical amplitudes are defined without the half, $E=E_1e^{-i\omega t}+\text{c.c.}$, the second-harmonic factor becomes 1. The Pockels factor stays 2, because (\ref{eq:P1}) is linear in the optical amplitude and both sides are rescaled alike.

A slowly varying control field $E_0\cos\Omega t$ shows how the static case is reached. In a scalar notation the pairs $(\omega,\Omega)$ and $(\Omega,\omega)$ produce a sideband at $\omega+\Omega$ with amplitude $\varepsilon_0\chi^{(2)}E_0E_1$, since $2\cdot\tfrac12\cdot\tfrac12=\tfrac12$ is the coefficient of its complex exponential. The sideband at $\omega-\Omega$ has the same amplitude if $\chi^{(2)}$ varies little over $\Omega$. Together they give
\begin{align}
&\varepsilon_0\chi^{(2)}E_0E_1[\cos(\omega+\Omega)t+\cos(\omega-\Omega)t]\nonumber\\
&\qquad=2\varepsilon_0\chi^{(2)}(E_0\cos\Omega t)\,E_1\cos\omega t.
\end{align}
Each sideband has factor 1. The 2 returns when both are read as one carrier in a slowly changing medium.

\section{The tensor relation}

Adding the linear polarization to (\ref{eq:P1}) gives the change of relative permittivity at $\omega$,
\begin{equation}
\Delta\varepsilon_{ij}=2\chi^{(2)}_{ijk}(-\omega;\omega,0)E_{0k}. \label{eq:deps}
\end{equation}
The inverse tensor must satisfy $(\eta+\Delta\eta)(\varepsilon+\Delta\varepsilon)=1$. Since $\eta\varepsilon=1$,
\begin{equation}
\Delta\eta\,\varepsilon+\eta\,\Delta\varepsilon+\Delta\eta\,\Delta\varepsilon=0.
\end{equation}
The last product is of second order in $E_0$. Dropping it and multiplying from the right by $\eta$ gives $\Delta\eta=-\eta\,\Delta\varepsilon\,\eta$. In the principal axes of the field-free crystal $\eta_{ij}=\delta_{ij}/n_i^2$. With the definition $\Delta\eta_{ij}=r_{ijk}E_{0k}$,
\begin{equation}
\boxed{\,r_{ijk}=-\frac{2\chi^{(2)}_{ijk}(-\omega;\omega,0)}{n_i^2n_j^2}\,} \label{eq:main}
\end{equation}
with no sum over $i,j$. The form $-2\chi^{(2)}/n^4$ applies when $i=j$ or $n_i=n_j$. The indices are taken at the optical frequency; the static permittivity does not enter, because $E_0$ is already the field inside the material.

Absorption is neglected, so that $n_i$ and $r_{ijk}$ are real. Reversing the polar axis reverses the sign of $\chi^{(2)}_{zzz}$ and of $r_{zzz}$ together. In a crystal with inversion symmetry, reversing $E$ must reverse $P$; a quadratic term cannot do so, and $r$ vanishes. This applies to bulk unstrained silicon, so a silicon photonic circuit that uses the Pockels effect needs another material or a broken symmetry.

Other notations move the 2. With $d=\chi^{(2)}/2$, equation (\ref{eq:main}) reads $r=-4d/n^4$ for equal indices. If the polarization is written as a Taylor series with $\tfrac12\tilde\chi^{(2)}E^2$, then $\tilde\chi^{(2)}=2\chi^{(2)}$ and $r=-\tilde\chi^{(2)}/n^4$.

\subsection{From the tensor to the refractive index}

For light polarized along a principal axis that the field does not turn, $\eta=1/n^2$, so $\Delta\eta=-2\Delta n/n^3$ and
\begin{equation}
\Delta n=-\tfrac12n^3rE_0=\frac{\chi^{(2)}E_0}{n}. \label{eq:dn}
\end{equation}
Expanding the square root of (\ref{eq:epsE}) gives the same first term and the next one:
\begin{equation}
n(E_0)=n+\frac{\chi^{(2)}E_0}{n}-\frac{(\chi^{(2)}E_0)^2}{2n^3}+\cdots. \label{eq:sqrt}
\end{equation}
The correction relative to the linear term has magnitude $|\Delta n|/(2n)$.

An off-diagonal coefficient acts differently. Let $\delta=r_{xyk}E_{0k}$ be the field-induced element in the $xy$ block, with diagonal elements $\eta_x,\eta_y$ unchanged. For light travelling along $z$, the eigenvalues are
\begin{equation}
\eta_\pm=\frac{\eta_x+\eta_y}{2}\pm\sqrt{\left(\frac{\eta_x-\eta_y}{2}\right)^2+\delta^2}. \label{eq:block}
\end{equation}
If $\eta_x=\eta_y$, the shifts are $\pm|\delta|$, linear in the field, and the new axes lie at $45^\circ$ to the old ones. The index changes are then $\mp\tfrac12n^3|\delta|$. If $|\delta|\ll|\eta_x-\eta_y|$, expansion of the root gives shifts of magnitude $\delta^2/|\eta_x-\eta_y|$: existing birefringence turns a linear index change into a quadratic one. At this order the product dropped in deriving (\ref{eq:main}) also counts. If $\Delta\varepsilon$ is linear in the field, as in (\ref{eq:deps}), that product adds $\delta^2/\eta_y$ to $\eta_x$ and $\delta^2/\eta_x$ to $\eta_y$, which multiplies the two shifts by $\eta_x/\eta_y$ and $\eta_y/\eta_x$. The simple estimate is therefore accurate only for weak birefringence; for indices 2.21 and 2.14 it is off by about 7\%.

\section{A microscopic check}

An oscillator can be solved by two routes, one that uses the definition of $\chi^{(2)}$ and one that never mentions it. In dimensionless units with $\varepsilon_0=1$, let
\begin{equation}
\ddot x+\Omega_0^2x+ax^2=ZE,\qquad P=Zx. \label{eq:osc}
\end{equation}
The first-order response is $x^{(1)}(\omega)=u(\omega)E$, with $u(\omega)=Z/(\Omega_0^2-\omega^2)$. At second order the force is $-a(x^{(1)})^2$. For one ordered pair of frequencies this gives
\begin{equation}
\chi^{(2)}(-\omega_s;\omega_1,\omega_2)=-a\,u(\omega_s)u(\omega_1)u(\omega_2). \label{eq:chiosc}
\end{equation}

For the second route, a static field moves the equilibrium to $x_0=u(0)E_0$, to first order. Put $x=x_0+y$ and keep terms linear in $y$. The stiffness becomes $\Omega_0^2+2ax_0$, so
\begin{equation}
\varepsilon(\omega)=1+\frac{Z^2}{\Omega_0^2+2ax_0-\omega^2}. \label{eq:epsosc}
\end{equation}
Its derivative at zero field is
\begin{align}
\left.\frac{d\varepsilon}{dE_0}\right|_0
&=-\frac{Z^2}{(\Omega_0^2-\omega^2)^2}\,2a\,u(0)\nonumber\\
&=-2a\,u(\omega)^2u(0)=2\chi^{(2)}(-\omega;\omega,0).
\end{align}
The 2 now appears as the derivative of the quadratic force $ax^2$.

The four factors were also measured by integrating (\ref{eq:osc}) in time with $\Omega_0=Z=1$, $a=0.3$, an added damping force $-0.1\dot x$, $\omega=0.4$ and drive amplitudes 0.004. The Fourier amplitudes, divided by the damped form of (\ref{eq:chiosc}) and the field product, gave 2.0001 for Pockels, 0.5000 for the second harmonic, 0.5000 for rectification and 1.0000 for the static term. The test required agreement with $2,\tfrac12,\tfrac12,1$ within one part in a thousand.

\subsection{Several modes, and the part played by the ions}

For coupled modes $Q_m$ with potential $\tfrac12K_{mn}Q_mQ_n+\tfrac13A_{mnp}Q_mQ_nQ_p$, $A$ symmetric, and charges $Z_{mi}$, the same steps give
\begin{equation}
\chi^{(2)}_{ijk}(-\omega_s;\omega_1,\omega_2)=-A_{mnp}u_{mi}(\omega_s)u_{nj}(\omega_1)u_{pk}(\omega_2), \label{eq:modes}
\end{equation}
where $u(\omega)=(K-\omega^2)^{-1}Z$. The independent route uses the displaced stiffness $K_{mn}+2A_{mnp}Q_{0p}$.

The numerical model has electronic modes along $x,y,z$ with stiffnesses 4, 5, 4.5 and charge 3.4, and an infrared mode along $z$ with stiffness 0.0025 and charge 0.025. The anharmonic tensor is $A=0.02\sum_a v^a\!\otimes v^a\!\otimes v^a$, with $v^1=(1,0.5,0.8,0.6)$ and $v^2=(-0.4,0.9,0.3,0.5)$. At $\omega=0.4$ the squared indices are 4.010, 3.388 and 3.660. Finite differences of the inverted permittivity at fields $\pm10^{-6}$ gave $r_{zzz}=0.005950$ and $r_{xzz}=0.007685$; formula (\ref{eq:main}) gave the same digits. Over the whole tensor the largest discrepancy was $2.7\times10^{-9}$ of the largest element. The element $r_{xzz}$ tests the product $n_x^2n_z^2$ with unequal indices.

The infrared mode shows why the frequency arguments matter. Its linear response is $0.025/0.0025=10$ at zero frequency but $0.025/(0.0025-0.16)=-0.16$ at $\omega=0.4$. The electronic $z$ mode has $3.4/4.5=0.76$ at zero frequency. For a control field along $z$, the slow mode therefore dominates the static leg of (\ref{eq:modes}); it has no charge along $x$ or $y$. In a leg at $\omega=0.4$ the electronic response is $3.4/(4.5-0.16)=0.78$, and that of the slow mode is only about a fifth as large, with opposite sign. In this model the $zzz$ second-harmonic susceptibility is 0.100 times the Pockels one. With the infrared charge set to zero and all else fixed, the ratio is 1.166; the remaining difference from one is electronic dispersion. Second-harmonic data thus give a fair estimate of $r$ here when the ions are silent, and a poor one when they respond to the control field.

\section{A push-pull modulator}

Light is divided between two equal arms of length $L$, with opposite static fields $\pm E_0$, and recombined. Let a material index change $\Delta n$ alter the mode index by $\Gamma\Delta n$, where $E_0=V/g$ is the nominal field for voltage $V$ across electrode gap $g$. The lumped overlap $\Gamma$ contains both the guiding of the light and the departure of the real field from $V/g$. Its optical part is a derivative of the mode index, which in a strongly guiding structure can exceed the fraction of the light inside the material. The phase difference is
\begin{equation}
\Delta\phi=\frac{2\pi L\Gamma}{\lambda}\,2|\Delta n|
=\frac{2\pi L\Gamma n^3|r|V}{\lambda g}. \label{eq:phase}
\end{equation}
Setting it to $\pi$ and then using $n^3|r|=2|\chi^{(2)}|/n$,
\begin{equation}
V_\pi=\frac{\lambda g}{2\Gamma n^3|r|L}=\frac{\lambda gn}{4\Gamma|\chi^{(2)}|L}. \label{eq:vpi}
\end{equation}
With the geometry, wavelength and overlap fixed, $V_\pi$ falls as $n^{-3}$ at fixed $r$ but rises as $n$ at fixed $\chi^{(2)}$. The two statements hold different material constants fixed.

Take rough, round values in the regime of a thin-film lithium niobate modulator: $\lambda=1550$ nm, $n=2.14$, $\chi^{(2)}(-\omega;\omega,0)=-320$ pm/V at constant strain, $g=5$ µm, $L=10$ mm and $\Gamma=0.7$. Then $n^4=20.97$ and
\begin{equation}
r=-\frac{2(-320)}{20.97}\ \text{pm/V}=30.5\ \text{pm/V}.
\end{equation}
The required index change in one arm follows from (\ref{eq:phase}):
\begin{equation}
|\Delta n|=\frac{\lambda}{4\Gamma L}=\frac{1.55\times10^{-6}}{4(0.7)(0.01)}=5.54\times10^{-5}.
\end{equation}
Equation (\ref{eq:vpi}) gives $V_\pi=1.85$ V, hence $V_\pi L=1.85$ V\,cm and a field of 0.0037 MV/cm. A root search with the unexpanded index gave the same voltage to the four decimals printed. Omitting the degeneracy factor when converting $\chi^{(2)}$ to $r$ would halve $r$ and predict 3.70 V.

\subsection{What the model leaves out}

The following sizes use rough material inputs. By (\ref{eq:sqrt}), the index expansion errs by $1.3\times10^{-5}$ of the linear change in one arm. A cubic polarization $\varepsilon_0\chi^{(3)}E^3$ contributes $3\varepsilon_0\chi^{(3)}E_0^2E_1\cos\omega t$, since one of three factors supplies the optical field. Relative to the Pockels term this is $3\chi^{(3)}E_0/(2|\chi^{(2)}|)$, or $1.7\times10^{-5}$ for $\chi^{(3)}=10^{-20}$ m$^2$/V$^2$. Both quadratic index changes are equal in the two arms and cancel in their phase difference.

If the crystal can strain, a photoelastic coefficient of 0.1 and a piezoelectric coefficient of 6 pm/V add a contribution to $r$ of magnitude $0.1\times6=0.6$ pm/V, or 2.0\%. This scalar estimate fixes neither the sign nor the size in a real crystal, where transverse strains also contribute and can cancel part of the longitudinal term. A transverse piezoelectric coefficient $d_t=1$ pm/V also changes the path length. For a plane wave whose added path lies wholly in the material, the resulting phase relative to the Pockels phase is $d_tn^2/|\chi^{(2)}|$, or 1.4\%. If the crystal instead displaces air as it lengthens, $n^2$ is replaced by $n(n-1)$ and the ratio is 0.8\%.

The operating field is 1.9\% of a coercive field of 0.2 MV/cm, so domain reversal is remote in this example. Temperature is a closer concern. With $dn/dT=4\times10^{-5}$ K$^{-1}$ applied to the whole mode, a difference between the arms of $\lambda/(2L\,dn/dT)=1.94$ K produces a phase $\pi$. This shifts the bias point; it does not alter $r$ in the model. Lithium niobate is also pyroelectric: a temperature change can create an internal field whose Pockels effect, until charge screens it, may be comparable to the thermo-optic change. That field is not included here.

Light with group index $n_g=2.2$ needs $\tau=n_gL/c=73.4$ ps to cross the device. If a voltage of frequency $f$ is in phase along the whole electrode, the light experiences its average during the crossing, reduced by
\begin{equation}
\int_{-1/2}^{1/2}\cos(2\pi f\tau s)\,ds=\frac{\sin(\pi f\tau)}{\pi f\tau}. \label{eq:transit}
\end{equation}
This factor reaches 0.707 at 6.0 GHz, where the voltage amplitude needed is larger by $\sqrt2$. This is the transit-time limit alone, and a 10 mm electrode is not in phase along its length at that frequency: with a microwave index of 2.2 the voltage phase changes by $2\pi f\times2.2\,L/c=2.8$ rad from end to end. An unterminated electrode of roughly 1.5 pF charged through 50 $\Omega$ would already roll off near $1/(2\pi RC)\approx2$ GHz. If instead a lossless voltage wave of index $n_m$ travels with the light, the light meets it at position $z$ with a time offset $(n_g-n_m)z/c$. Then $\tau$ in (\ref{eq:transit}) becomes $|n_g-n_m|L/c$, and matching the velocities removes this limit.

\subsection{Comparison with real devices}

For lithium niobate with the optical electric field and the control field both along the polar axis, a Pockels coefficient near 30 pm/V is typical. The value of $\chi^{(2)}$ above was chosen to lie in that regime, so the agreement is not a prediction. Its second-harmonic coefficient $d$ for the same axis is roughly 20 to 25 pm/V in magnitude for near-infrared light, depending on wavelength; inserted in $4d/n^4$ it would give only about 4 to 5 pm/V, which shows that the distinction between the two susceptibilities matters in this material. Thin-film modulators have $V_\pi L$ of a few V\,cm, and the computed 1.85 V\,cm is in keeping with that. The overlap was assumed here, not computed: real electrodes produce a nonuniform field, partly outside the crystal. With everything else fixed, lowering $\Gamma$ from 0.7 to 0.5 raises $V_\pi L$ to $1.85\times0.7/0.5=2.6$ V\,cm. Under a steady voltage, mobile charge can also screen the field; the $E_0$ in (\ref{eq:main}) is then no longer $V/g$. Absorption and electrode loss are outside this estimate. The computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
DEGENERACY FACTORS measured in time domain (dimensionless)
  Pockels: 2.00010
  second harmonic: 0.50000
  rectification: 0.50001
  static: 1.00001
FOUR-MODE MODEL (dimensionless)
  principal n^2 (x, y, z): [4.0104 3.3884 3.6596]
  r_zzz from inverse permittivity: 0.005950
  r_zzz from chi2 formula: 0.005950
  r_xzz from inverse permittivity: 0.007685
  r_xzz from chi2 formula: 0.007685
  largest tensor error / largest element: 2.7e-09
  SHG chi2 / Pockels chi2, with infrared mode: 0.100
  same ratio, infrared charge removed: 1.166
DEVICE INPUTS (rough, thin-film lithium niobate regime)
  wavelength: 1550 nm
  refractive index: 2.14
  chi2(-w;w,0): -320 pm/V
  electrode gap: 5.0 um
  length: 10.0 mm
  overlap: 0.70
DEVICE RESULTS
  n^4: 20.973
  Pockels coefficient r: 30.52 pm/V
  push-pull V_pi, formula: 1.8510 V
  push-pull V_pi, unexpanded index: 1.8510 V
  V_pi L: 1.851 V cm
  field at V_pi: 0.00370 MV/cm
  material index change in one arm: -5.536e-05
  V_pi if factor 2 is dropped: 3.7020 V
NEGLECTED EFFECTS (rough inputs, then sizes)
  chi3 input: 1e-20 m^2/V^2
  photoelastic input: 0.1
  piezo inputs, along field and path: 6, 1 pm/V
  coercive field input: 0.2 MV/cm
  thermo-optic input: 4e-05 1/K
  group index input: 2.2
  index expansion, relative error: 1.3e-05
  static Kerr / Pockels permittivity change: 1.7e-05
  strain contribution to r, magnitude: 0.60 pm/V
  strain contribution / r: 2.0 %
  path-length / Pockels phase: 1.4 %
  field at V_pi / coercive field: 1.9 %
  arm temperature difference for pi phase: 1.94 K
  optical transit time: 73.4 ps
  lumped-electrode frequency at 0.707 response: 6.04 GHz
\end{verbatim}
